# Peak traction of an interface from the universal binding energy curve: test program

```python
"""Peak traction of an interface with the universal binding energy curve.

Result under test: for E(d) = -W (1 + d/l) exp(-d/l), the largest
traction T = dE/dd is W/(e l), reached at the opening d = l.
  d  opening from equilibrium (nm)
  E  interface energy per area (J/m^2), zero at infinite separation
  W  work of adhesion for rigid separation (J/m^2)
  l  scaling length, sqrt(W / E''(0)) (nm)
  T  traction, positive in tension (GPa); 1 J/m^2 per nm = 1 GPa
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def universal_energy(d, W, l):
    return -W * (1 + d / l) * np.exp(-d / l)


def morse_energy(d, W, a):
    return W * (np.exp(-2 * a * d) - 2 * np.exp(-a * d))


def half_space_energy(d, W, z0):
    x = 1 + d / z0
    return W * (x**-8 - 4 * x**-2) / 3


def slope(energy, d, step=1e-5):
    return (energy(d + step) - energy(d - step)) / (2 * step)


def measure(energy):
    """Find W, stiffness, l, peak opening and peak traction from E alone."""
    work = energy(1e6) - energy(0.0)
    h = 5e-5
    stiffness = (energy(h) - 2 * energy(0.0) + energy(-h)) / h**2
    length = np.sqrt(work / stiffness)
    # A coarse scan brackets the global peak before it is refined.
    grid = np.linspace(0, 20 * length, 4001)
    k = int(np.argmax(slope(energy, grid)))
    assert 0 < k < len(grid) - 1
    best = minimize_scalar(lambda d: -slope(energy, d), method="bounded",
                           bounds=(grid[k - 1], grid[k + 1]),
                           options={"xatol": 1e-10})
    return work, stiffness, length, best.x, -best.fun


def traction_formula(d, W, l):
    return W * d / l**2 * np.exp(-d / l)


# Peak law, stiffness and traction curve for several interfaces.
# Tolerances cover finite-difference truncation and rounding.
for W, l in [(0.5, 0.08), (2.0, 0.05), (4.0, 0.03)]:
    def energy(d, W=W, l=l):
        return universal_energy(d, W, l)
    work, stiffness, length, d_peak, t_peak = measure(energy)
    assert np.isclose(work, W, rtol=1e-12)
    assert np.isclose(stiffness, W / l**2, rtol=1e-5)
    assert np.isclose(length, l, rtol=1e-5)
    assert np.isclose(d_peak, l, rtol=1e-3)
    assert np.isclose(t_peak, W / (np.e * l), rtol=1e-6)
    assert np.isclose(t_peak, np.sqrt(work * stiffness) / np.e, rtol=1e-5)
    openings = np.linspace(-0.5 * l, 8 * l, 200)
    assert np.allclose(slope(energy, openings),
                       traction_formula(openings, W, l),
                       rtol=1e-6, atol=1e-6 * t_peak)

# Worked example with round model parameters.
W, l = 2.0, 0.05


def example(d):
    return universal_energy(d, W, l)


work, stiffness, length, d_peak, t_peak = measure(example)

# Area under the traction curve and its division at the peak.
area_before = quad(traction_formula, 0, l, args=(W, l))[0]
area_after = quad(traction_formula, l, 40 * l, args=(W, l))[0]
assert np.isclose(area_before + area_after, work, rtol=1e-8)
assert np.isclose(area_before, example(l) - example(0.0), rtol=1e-8)
assert np.isclose(area_before, W * (1 - 2 / np.e), rtol=1e-8)

# The traction rises before d = l and falls after it.
grid = np.linspace(-0.5 * l, 10 * l, 2001)
change = np.diff(slope(example, grid))
middle = 0.5 * (grid[1:] + grid[:-1])
assert np.all(change[middle < 0.99 * l] > 0)
assert np.all(change[middle > 1.01 * l] < 0)


def held_openings(applied):
    """Openings at local minima of the energy under constant traction."""
    d = np.linspace(-0.5 * l, 5 * l, 20001)
    total = example(d) - applied * d
    inside = (total[1:-1] < total[:-2]) & (total[1:-1] < total[2:])
    return d[1:-1][inside]


below = held_openings(0.99 * t_peak)
above = held_openings(1.01 * t_peak)
assert len(below) == 1 and below[0] < l
assert len(above) == 0
for fraction in (0.1, 0.5, 0.9):
    held = held_openings(fraction * t_peak)
    assert len(held) == 1 and held[0] < l

# Other binding curves: W/l scaling stays, the factor changes.
factor_universal = t_peak * length / work
factors = {"morse": [], "half": []}
for W_other, size in [(2.0, 0.2), (1.0, 0.3)]:
    m = measure(lambda d: morse_energy(d, W_other, 1 / size))
    s = measure(lambda d: half_space_energy(d, W_other, size))
    assert np.isclose(m[2], size / np.sqrt(2), rtol=1e-5)
    assert np.isclose(s[2], size / 4, rtol=1e-4)
    factors["morse"].append(m[4] * m[2] / m[0])
    factors["half"].append(s[4] * s[2] / s[0])
assert np.allclose(factors["morse"], 1 / (2 * np.sqrt(2)), rtol=1e-4)
assert np.allclose(factors["half"], 4 / (9 * np.sqrt(3)), rtol=1e-4)
assert np.isclose(factor_universal, np.exp(-1), rtol=1e-5)

hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
atomic_pressure_gpa = hartree / bohr**3 / 1e9

print(f"Work of adhesion W (input): {W:.2f} J/m^2")
print(f"Scaling length l (input): {l:.3f} nm")
print(f"Initial stiffness from curvature: {stiffness:.1f} GPa/nm")
print(f"Scaling length from curvature: {length:.5f} nm")
print(f"Peak opening from search: {d_peak:.4f} nm")
print(f"Peak traction from search: {t_peak:.3f} GPa")
print(f"Peak traction from W/(e l): {W / (np.e * l):.3f} GPa")
print(f"Peak traction: {t_peak / atomic_pressure_gpa:.3e} hartree/bohr^3")
for ratio in (0.5, 1.0, 2.0, 4.0):
    value = slope(example, ratio * l)
    print(f"Traction at d = {ratio:.1f} l: {value:.3f} GPa")
print(f"Work up to the peak: {area_before:.4f} J/m^2")
print(f"Work after the peak: {area_after:.4f} J/m^2")
print(f"Share of work up to the peak: {area_before / work:.4f}")
print(f"Held opening at 0.99 of peak traction: {below[0]:.4f} nm")
print(f"Number of held openings at 1.01 of peak: {len(above)}")
print(f"Factor T_max l/W, universal curve: {factor_universal:.4f}")
print(f"Factor T_max l/W, Morse curve: {factors['morse'][0]:.4f}")
print(f"Factor T_max l/W, 12-6 half-spaces: {factors['half'][0]:.4f}")
print("PASS")
```

Printed output:

```
Work of adhesion W (input): 2.00 J/m^2
Scaling length l (input): 0.050 nm
Initial stiffness from curvature: 800.0 GPa/nm
Scaling length from curvature: 0.05000 nm
Peak opening from search: 0.0500 nm
Peak traction from search: 14.715 GPa
Peak traction from W/(e l): 14.715 GPa
Peak traction: 5.002e-04 hartree/bohr^3
Traction at d = 0.5 l: 12.131 GPa
Traction at d = 1.0 l: 14.715 GPa
Traction at d = 2.0 l: 10.827 GPa
Traction at d = 4.0 l: 2.931 GPa
Work up to the peak: 0.5285 J/m^2
Work after the peak: 1.4715 J/m^2
Share of work up to the peak: 0.2642
Held opening at 0.99 of peak traction: 0.0432 nm
Number of held openings at 1.01 of peak: 0
Factor T_max l/W, universal curve: 0.3679
Factor T_max l/W, Morse curve: 0.3536
Factor T_max l/W, 12-6 half-spaces: 0.2566
PASS
```
